# Comment on an argument that EUV resists bleach like DNQ

**The argument under review.** The manuscript reasons as follows. A diazonaphthoquinone (DNQ) resist becomes transparent as it is exposed, because light destroys the absorbing molecule. Extreme ultraviolet (EUV) photons at 13.5 nm also break bonds in a resist, and more violently. An EUV resist should therefore bleach too, and its exposure should be modelled with a large bleachable absorption.

The first two statements are sound. The conclusion needs a further premise: that what absorbs the EUV photon is the bond that gets broken. I examine that premise, then the separate roles of lost atoms and changed density.

## 1. What bleaching requires

Let $I$ be the intensity at depth $z$ divided by the incident intensity, $D$ the incident dose, and $M$ the local fraction of unconverted material. The Dill model is

$$\frac{\partial I}{\partial z}=-(AM+B)I,\qquad \frac{\partial M}{\partial D}=-CIM .$$

$A$ is the absorption that disappears on conversion, $B$ the part that stays, and $C$ the conversion rate per dose. Absorption coefficients here use natural logarithms.

Take $B=0$ first. For thickness $d$ the optical depth is $\tau=A\int_0^d M\,dz$ and the transmittance is $T=e^{-\tau}$. Differentiate with respect to dose and insert both equations:

$$\frac{d\tau}{dD}=-C\int_0^d AMI\,dz=C\int_0^d\frac{\partial I}{\partial z}dz=-C(1-e^{-\tau}).$$

Since $d\tau/(1-e^{-\tau})=e^{\tau}d\tau/(e^{\tau}-1)=d\ln(e^\tau-1)$, and $\tau=Ad$ at zero dose,

$$e^\tau-1=(e^{Ad}-1)e^{-CD},\qquad T=\frac{1}{1+(e^{Ad}-1)e^{-CD}} .$$

The film clears completely at large dose. With $B\neq0$ the limit is $T=e^{-Bd}$, so strong bleaching requires $A$ to be a large part of $A+B$.

Rough DNQ values are $A=0.60$ and $B=0.05$ per µm, $C=0.015$ cm²/mJ and $d=1$ µm. The bleachable share is $0.60/0.65=92\%$. Integrating the model to 200 mJ/cm² converts 93% of the absorber and raises $T$ from 0.52 to 0.91. The question is what $A/(A+B)$ becomes at 13.5 nm.

## 2. What absorbs a 92 eV photon

In DNQ, near-UV light drives a transition between two bound orbitals of a chromophore. Removing the chromophore removes the transition. At 13.5 nm the photon energy is 91.8 eV, and the electron leaves. For a carbon 2p electron the calculation below gives a kinetic energy of 83 eV.

The 1s orbital energies in the same calculation are $-291$ eV for carbon and $-537$ eV for oxygen, so these shells cannot be ionised. The absorbers in a C, H, O resist are valence electrons. The claim to be examined is thus less obvious than "core electrons ignore chemistry".

In atomic units, with a final state normalised per unit energy, the golden rule gives $\sigma=4\pi^2\alpha_{\rm fs}\omega|\langle f|z|i\rangle|^2$ for light polarised along $z$; $\alpha_{\rm fs}$ is the fine-structure constant. For a spherical atom, average over the $2l+1$ initial values of $m$. The angular factor for $l\to l+1$ is

$$\sum_m\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}=\frac{(l+1)^2-l(l+1)/3}{2l+3}=\frac{l+1}{3},$$

using $\sum_m m^2=l(l+1)(2l+1)/3$. Exchanging the two states gives $l/3$ for $l\to l-1$. With $l_>$ the larger of $l,l'$, the cross section per electron is

$$\sigma_{nl}=\frac{4\pi^2\alpha_{\rm fs}\omega}{3(2l+1)}\sum_{l'=l\pm1}l_>\left|\int_0^\infty P_{nl}\,r\,P_{El'}\,dr\right|^2 ,$$

where the $P$ are radial functions multiplied by $r$.

I evaluated this in self-consistent atoms with Slater exchange, the potential being replaced by $-1/r$ wherever it would be less attractive than that. Hydrogen used its exact potential, and its result, 0.0252 Mb, agrees with the closed formula (1 Mb $=10^{-18}$ cm²).

A second test follows from $H=p^2/2+V$. Taking matrix elements of $[H,\mathbf r]=-i\mathbf p$ and $[H,\mathbf p]=i\nabla V$ gives

$$\omega\langle\mathbf r\rangle=-i\langle\mathbf p\rangle,\quad \omega\langle\mathbf p\rangle=i\langle\nabla V\rangle\quad\Rightarrow\quad \omega^2\langle\mathbf r\rangle=\langle\nabla V\rangle .$$

Cross sections from the two sides differ by at most 0.06% for C, N and O. The identity also shows that absorption needs a force on the electron. At 92 eV this force is not confined to the core. For the 2p → d transitions of C and O the region inside 0.6 bohr supplies only 34% and 44% of the matrix element, which is complete to about 2% only at 1.45 bohr, half a C–C bond length. The 2s matrix elements are within 10% of their final values at that radius.

The atomic totals are 0.66 Mb for C, 1.21 Mb for N and 2.08 Mb for O. They depend on the exchange model: scaling Slater exchange by 2/3 gives 0.55, 1.02 and 1.77 Mb, 15 to 17% lower. That would lower the PMMA absorption coefficient of Section 4 from 5.48 to 4.64 per µm, while the share $g$ of Section 5 stays at 0.73. If atoms absorb independently, a film with $N_a$ atoms of kind $a$ per area has

$$\tau=\sum_a N_a\sigma_a .$$

No bond appears in this sum. The manuscript could fairly object that bonds were left out by assumption, so their effect must be estimated.

## 3. How much a bond can change

**Initial state.** Expand the molecular orbitals in atomic ones and drop interference between different atomic orbitals. The cross section becomes $\sum q_{a,nl}\sigma_{a,nl}$, where $q$ is an electron population.

A suitable reaction is formyldiazomethane → ketene + N₂, the small parent of the DNQ photoreaction. I treated it with the B3LYP functional in the 6-31G* basis at assumed, unoptimised geometries, with excitations in the Tamm–Dancoff approximation.

Before reaction there is a bright state at 5.95 eV, and the total oscillator strength below 6.5 eV is 0.41. These two values have not been converged with respect to basis or method. In the products the strength is zero to four decimals in this basis, which lacks diffuse functions; with them (6-31+G*) ketene has a weak state at 5.8 eV with strength 0.05. At 13.5 nm, counting all product atoms, the summed cross section goes from 5.74 to 5.75 Mb, a change of 0.2%; with the 6-31+G* basis and four population schemes it lies between 0.06% and 0.19%. The same chemistry removes the strong ultraviolet band and leaves the EUV absorption almost untouched in this model.

The populations use fixed cross sections per electron, which deserves suspicion. Consider moving 0.2 electron from a carbon 2p to an oxygen 2p shell. With the fixed values, 0.111 and 0.370 Mb, the change would be $0.2(0.370-0.111)=0.052$ Mb, or 1.9% of the C + O sum. Recomputing both atoms self-consistently, with tails $-1.2/r$ and $-0.8/r$ for the two ions, gives $-0.09\%$. Keeping the $-1/r$ tail gives $-0.6\%$, and scaling exchange by 2/3 gives $+0.2\%$. The response of the orbitals and potentials largely cancels the simple transfer, but the size and sign of the remainder are not determined. An error of order one percent in the population estimate is therefore credible.

**Final state.** The outgoing electron can scatter from a neighbour and return to the emitter. Breaking the bond removes that echo. Describe the neighbour by partial-wave amplitudes $t_l=(e^{2i\delta_l}-1)/2$, which change the regular wave $j_l$ around it into $j_l+t_lh_l$, with $h_l=j_l+iy_l$.

The free Green function, for the operator $\nabla^2+k^2$, is $G_0=-e^{iks}/(4\pi s)$ with $s=|\mathbf r-\mathbf r'|$. Its expansion about the neighbour is $-ik\sum j_l(kr_<)h_l(kr_>)Y_{lm}Y^*_{lm}$. The scattered part, after summing over $m$, is

$$\delta G=-\frac{ik}{4\pi}\sum_l(2l+1)t_l\,h_l(kr)h_l(kr')P_l(\cos\gamma),$$

where $\gamma$ is the angle between $\mathbf r$ and $\mathbf r'$.

A 2s electron leaves as a p wave, which I treat first. A p-wave emitter is a derivative of a point source. Its emission, averaged over orientation, is proportional to $-\mathrm{Im}\,\nabla\cdot\nabla'G$ at $\mathbf r=\mathbf r'$. For the free part,

$$\mathrm{Im}\,G_0=-\frac{k}{4\pi}\left(1-\frac{k^2s^2}{6}+\dots\right),\qquad \nabla\cdot\nabla's^2=-6,$$

so $\mathrm{Im}\,\nabla\cdot\nabla'G_0=-k^3/4\pi$.

For the scattered part put $x=kR$, with $R$ the bond length. The radial derivatives give $k^2h_l'^2$. The two tangential directions give $2P_l'(1)h_l^2/R^2=k^2l(l+1)h_l^2/x^2$. The recurrences

$$h_l'=\frac{lh_{l-1}-(l+1)h_{l+1}}{2l+1},\qquad \frac{h_l}{x}=\frac{h_{l-1}+h_{l+1}}{2l+1}$$

make the cross terms cancel, leaving

$$h_l'^2+\frac{l(l+1)}{x^2}h_l^2=\frac{(l+1)h_{l+1}^2+lh_{l-1}^2}{2l+1}.$$

Dividing the scattered by the free emission gives the relative change

$$\chi=\mathrm{Re}\left\{e^{2i\delta_{\rm e}}\sum_l t_l\left[(l+1)h_{l+1}^2(kR)+lh_{l-1}^2(kR)\right]\right\}.$$

The factor $e^{2i\delta_{\rm e}}$ is the emitter's own phase shift, acquired once on leaving and once on returning. It cannot enlarge the modulus of the sum, which I use as the size of the effect.

With $\delta_{\rm e}=0$, the flux of such an emitter integrated over all directions is 0.97222 of the free value, in agreement with $1+\chi$.

For large $kR$, $h_{l\pm1}^2\to(-1)^le^{2ikR}/(kR)^2$. With the backscattering amplitude $f(\pi)=(ik)^{-1}\sum(2l+1)(-1)^lt_l$, the modulus tends to $|f(\pi)|/(kR^2)$. For a carbon neighbour at 0.154 nm,

$$\frac{0.0530\ \text{nm}}{(46.6\ \text{nm}^{-1})(0.154\ \text{nm})^2}=4.8\%,$$

while the full sum gives 3.7%. The distant-neighbour formula is thus about 30% too high at this bond length.

A 2p electron leaves in s and d waves instead. For a distant neighbour the modulus is the same for every outgoing $l$: only the $m=0$ wave about the bond axis reaches the neighbour, with $2l+1$ times the isotropic intensity, and it is one of $2l+1$ equally weighted waves. At the real bond length the s and d sums give 3.8% and 3.4%, so 3.7% is taken as a representative size next to a carbon atom at this distance. It was evaluated at the 2p kinetic energy of 83 eV and is sensitive to that choice: the p-wave value is 4.4% at the 2s energy of 74 eV, and 2.1% if the energy is raised by 29 eV to allow for the potential between the atoms. Shorter bonds give larger echoes: about 5 to 10% for oxygen neighbours at 0.143 and 0.121 nm, and 6 to 7% for a carbon neighbour at 0.121 nm.

Adding the magnitudes 0.18% (populations in the reaction), 0.09% (recomputed charge transfer) and 3.65% (echo) gives $\varepsilon=3.9\%$ as the relative change per converted unit. This is generous in one respect: it applies the echo to every atom of the unit, although a broken bond has two ends. It is not a strict bound, because the stronger echo from oxygen neighbours, the possible percent-level error of the population estimate, two-centre interference, multiple scattering, electron correlation and changes in hydrogen's orbital are missing. Some of these may amount to several percent each, and together they could exceed the 3.9% found here. The argument needs only that $\varepsilon$ stays far below the 92% bleachable share of DNQ, which would still hold at $\varepsilon=20\%$.

## 4. A 40 nm PMMA film

Poly(methyl methacrylate), PMMA, has the repeat unit C₅H₈O₂. Its cross section is

$$5(0.657)+8(0.0252)+2(2.082)=7.65\ \text{Mb}.$$

Hydrogen supplies 2.6% of this, so even a 50% error in hydrogen would move the total by only 1.3%. At a rough density of 1.19 g/cm³ there are 7.16 units per nm³, hence

$$\alpha=7.16\times7.65\times10^{-4}\ \text{nm}^{-1}=5.48\ \text{µm}^{-1},\qquad \tau=0.219,\qquad T=0.803 .$$

Let each absorbed photon cause four scissions, a round assumption, each converting one randomly chosen unit. One photon carries $1.47\times10^{-14}$ mJ, so

$$C=\frac{4\times7.65\times10^{-18}\ \text{cm}^2}{1.47\times10^{-14}\ \text{mJ}}=0.0021\ \text{cm}^2/\text{mJ}.$$

Now set $A=\varepsilon\alpha$ and $B=(1-\varepsilon)\alpha$, choosing the sign that favours bleaching. To leading order in $\varepsilon$ the local dose is $De^{-\alpha z}$, with depth average $\bar D=D(1-e^{-\tau})/\tau$. For $D=30$ mJ/cm² this is 26.9 mJ/cm². Because $CD$ is small, the average of $e^{-CD(z)}$ is close to $e^{-C\bar D}$. The converted fraction is therefore $1-e^{-0.056}=5.4\%$, and

$$\Delta\tau\simeq-\varepsilon\tau(1-e^{-C\bar D})=-0.039\times0.219\times0.054=-0.0005 .$$

Integrating the Dill equations gives $T$ rising from 0.8033 to 0.8036. If every unit were converted, $T$ would reach only 0.810.

The small thickness is not what suppresses the bleaching. Relative to its own initial value, $\tau$ falls by 0.2% here and by 86% in the DNQ example. Part of that contrast comes from the conversion, 5.4% against 93%. With every unit converted the falls would be 3.9% and 92%, which is the contrast due to the absorption itself. Setting $A=0$ and $B=\alpha$ is therefore a good description of this film, provided that its atoms stay in place.

## 5. Density and lost atoms

The manuscript might be rescued by saying that exposed films shrink. Shrinkage alone does not suffice. If a layer $dz$ becomes $dz'$ without losing atoms, its number density rises by $dz/dz'$, so

$$\alpha'\,dz'=\alpha\,dz,\qquad \tau'=\tau .$$

A 10% compaction raises $\alpha$ from 5.48 to 6.09 µm⁻¹ and leaves $T$ at 0.803. A change in absorption per length must not be read as bleaching or darkening of the whole film.

Loss of atoms is different. If a fraction $x$ of units loses a group carrying a share $g$ of the unit's cross section, then $\tau'=\tau(1-xg)$. Methyl formate, C₂H₄O₂, has $g=0.729$. For $x=0.10$, $\tau$ falls to 0.203 and $T$ rises to 0.816. This gain of 0.013 assumes about twice as many affected units as the example's dose converts. Unit for unit, the loss lowers $\tau$ by $g/\varepsilon\approx19$ times as much as the estimated bond effect.

The absorption coefficient depends on what the film does next. At fixed thickness it drops to 5.08 µm⁻¹. If the film collapses to its old mass density, its thickness falls by $xw$, where $w=0.600$ is the group's mass share, and

$$\frac{\alpha'}{\alpha}=\frac{1-xg}{1-xw}=\frac{0.927}{0.940}=0.986 .$$

Then $\alpha$ is nearly unchanged although the film transmits more. The small remaining drop arises because the departing group is richer in oxygen than the unit.

## 6. Limits of this correction

Strict additivity also neglects the local field. In the Lorentz picture the imaginary part of the relative permittivity $\epsilon_r$ is multiplied by $[(\epsilon_r+2)/3]^2$. With $\epsilon_r\simeq1-2\delta$, this is approximately $1-4\delta/3$. The absorption coefficient is that imaginary part times $\omega/(nc)$, and the refractive index $n\simeq1-\delta$ contributes a factor $1+\delta$. The net factor for $\alpha$ is therefore $1-\delta/3$. Treating valence electrons as free gives $\delta=0.023$, a reduction of about 0.8%. The local-field line in the output, 3.12%, is $4\delta/3$ alone and leaves out the factor $1/n$.

Since $\delta$ follows density, 10% compaction would deepen the reduction by about 0.09% of $\alpha$ and raise $T$ by roughly 0.00015. This size and sign belong to the Lorentz picture, whose use is uncertain for electrons that respond almost as free ones. Without a local field only the factor $1+\delta$ remains, and the same compaction lowers $T$ by about 0.0005, slightly more than the estimated bond effect at the example's dose. The invariance of $\tau$ under compaction therefore holds only to a few parts in $10^4$ of $T$.

Reflection at the top surface is about $1.5\times10^{-4}$ of the incident intensity; substrate reflection is not included. About 1.6% of units at the surface, and 1.4% averaged over the film, are photoionised during the whole dose, so depletion of absorbing electrons is slight.

Thickness and dose are in the range used for EUV resists, and the model's $\alpha$ is near the rough measured size of 5 µm⁻¹ for PMMA. The scission yield is a round assumption, but the full-conversion value of $T$ does not depend on it. The DNQ parent is a stand-in: practical DNQ compounds absorb at longer wavelengths, near 400 nm.

The assumption most readily broken in real resists is that atoms stay. Chemically amplified resists can release volatile fragments after deprotection, and Section 5 then applies with the appropriate $x$ and $g$. Resists containing heavy elements with shallow core levels need their own atomic calculation.

**Recommendation.** The manuscript should replace its bleaching premise with an inventory of atoms per area. Any measured rise in EUV transmittance should first be compared with mass loss and composition, with thickness recorded separately. The numerical output below gives the values used here.

## Numbers as computed

```
photon energy at 13.5 nm: 91.84 eV
H cross section, numeric / closed: 0.0252 / 0.0252 Mb
C: total 0.657 Mb; per electron 2s 0.218, 2p 0.111 Mb
C: 1s orbital energy -291 eV
N: total 1.213 Mb; per electron 2s 0.271, 2p 0.223 Mb
N: 1s orbital energy -404 eV
O: total 2.082 Mb; per electron 2s 0.301, 2p 0.370 Mb
O: 1s orbital energy -537 eV
largest length/acceleration mismatch: 0.06 %
photoelectron energy from C 2p: 82.9 eV
photoelectron k: 46.6 1/nm; C-C bond 0.154 nm
backscattering amplitude |f(pi)|: 0.0530 nm
chi envelope, curved p wave: 3.65 %
chi envelope, far limit: 4.79 %
flux test: integrated 0.97222, formula 0.97222
diazoketone bright state: 5.95 eV, strength 0.409
strength below 6.5 eV, before: 0.4105
strength below 6.5 eV, after: 0.0000
13.5 nm sigma before / after: 5.736 / 5.747 Mb
population change: +0.18 %
0.2 e shift C to O, change: -0.09 %
epsilon, sum of magnitudes: 3.93 %
DNQ inputs: A 0.6, B 0.05 1/um, C 0.015 cm2/mJ, d 1.0 um
DNQ dose 200 mJ/cm2, converted 92.8 %
DNQ T before / after: 0.522 / 0.911
DNQ bleachable share A/(A+B): 92.3 %
B=0 test, T numeric / closed: 0.96068 / 0.96068
PMMA: density 1.19 g/cm3, 7.158 units/nm3, d 40 nm
PMMA unit sigma: 7.652 Mb; H share 2.63 %
PMMA alpha: 5.477 1/um; tau 0.2191
EUV dose 30 mJ/cm2 = 20.39 photons/nm2
scissions per absorbed photon: 4; C 0.002080 cm2/mJ
EUV converted fraction: 5.45 %
EUV T before / after: 0.80326 / 0.80363
EUV T if every unit converted: 0.81021
compaction 10 %: alpha 6.086 1/um, T 0.80326
methyl formate share of unit: sigma 72.9 %, mass 60.0 %
loss from 10 % of units: tau 0.2031, T 0.81619
  alpha at fixed thickness: 5.078 1/um
  alpha after collapse to 37.60 nm: 5.402 1/um
neglected: valence plasma energy 19.9 eV, delta 0.0234, beta 0.00588
neglected: surface reflectance 1.46e-04
neglected: local-field correction about 3.12 % of alpha
neglected: units photoionised over whole dose 1.56 %
```
